# Atomic hyperfine constant B and the halogen p-orbital quadrupole coupling: a numerical check

```python
# Result under test: for a halogen atom (p^5, 2P3/2) the quadrupole hyperfine
# constant B and the coupling C_p of one p_z electron obey C_p = 2 B.
# V_ij : second derivative of the electrostatic potential at the nucleus
# Q    : nuclear quadrupole moment;  C_p = Q V_zz(p_z)
# B    : Q <J,M=J| V_zz |J,M=J> for J = 3/2
# I, J, F : nuclear, electronic and total angular momentum
# Electronic gradients are in units of <r^-3>, electron charge -1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto

# ---- one-electron gradient tensor by angular quadrature, real p orbitals
nodes, weights = np.polynomial.legendre.leggauss(12)
phis = 2 * np.pi * np.arange(16) / 16
ct, ph = np.meshgrid(nodes, phis, indexing="ij")
solid_weight = (weights[:, None] * np.ones(16) * 2 * np.pi / 16).ravel()
st = np.sqrt(1 - ct**2)
n = np.array([st * np.cos(ph), st * np.sin(ph), ct]).reshape(3, -1)
p_orb = np.sqrt(3 / (4 * np.pi)) * n
V1 = np.zeros((3, 3, 3, 3))
for i in range(3):
    for j in range(3):
        kernel = -(3 * n[i] * n[j] - (i == j))
        V1[i, j] = (p_orb * (solid_weight * kernel)) @ p_orb.T
Vzz_pz = V1[2, 2, 2, 2]
m_one = np.array([1, 1j, 0]) / np.sqrt(2)
Vzz_m1 = np.real(m_one.conj() @ V1[2, 2] @ m_one)
assert abs(Vzz_pz + 4 / 5) < 1e-12
assert abs(Vzz_m1 - 2 / 5) < 1e-12

# ---- the same gradient from finite differences of a Coulomb potential
alpha = 1.0
mol = gto.M(atom="H 0 0 0", basis={"H": [[1, [alpha, 1.0]]]},
            spin=1, unit="Bohr", verbose=0)


def potential(point):
    with mol.with_rinv_origin(point):
        return -mol.intor("int1e_rinv")[2, 2]


def second_derivative(axis, h=0.02):
    e = np.eye(3)[axis]
    f = [potential(k * h * e) for k in (-2, -1, 0, 1, 2)]
    return (-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4]) / (12 * h**2)


numerator = quad(lambda r: r * np.exp(-2 * alpha * r**2), 0, np.inf)[0]
norm = quad(lambda r: r**4 * np.exp(-2 * alpha * r**2), 0, np.inf)[0]
inverse_cube = numerator / norm
fd_zz = second_derivative(2) / inverse_cube
fd_xx = second_derivative(0) / inverse_cube
assert abs(fd_zz - Vzz_pz) < 1e-5
assert abs(fd_xx - V1[0, 0, 2, 2]) < 1e-5

# ---- many-electron operators in the Fock space of six p spin orbitals
lower = np.array([[0, 1], [0, 0]], dtype=float)
parity = np.diag([1.0, -1.0])
annihilate = []
for k in range(6):
    op = np.eye(1)
    for m in range(6):
        factor = parity if m < k else lower if m == k else np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)
occupation = np.array([bin(s).count("1") for s in range(64)])


def many_body(one_body, electrons):
    total = np.zeros((64, 64), dtype=complex)
    for a in range(6):
        for b in range(6):
            if abs(one_body[a, b]) > 1e-14:
                total += one_body[a, b] * annihilate[a].T @ annihilate[b]
    keep = np.where(occupation == electrons)[0]
    return total[np.ix_(keep, keep)]


levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
J1 = [np.kron(-1j * levi[k], np.eye(2)) + np.kron(np.eye(3), pauli[k] / 2)
      for k in range(3)]


def shell(electrons):
    Jk = [many_body(op, electrons) for op in J1]
    V = [[many_body(np.kron(V1[i, j], np.eye(2)), electrons)
          for j in range(3)] for i in range(3)]
    return Jk, sum(op @ op for op in Jk), V


def stretched_gradient(electrons):
    Jk, J2, V = shell(electrons)
    values, vectors = np.linalg.eigh(10 * J2 + Jk[2])
    assert abs(values[-1] - 39.0) < 1e-10   # J = 3/2, M = 3/2
    state = vectors[:, -1]
    return np.real(state.conj() @ V[2][2] @ state)


q_hole = stretched_gradient(5)
q_single = stretched_gradient(1)
q_closed = np.real(many_body(np.kron(V1[2, 2], np.eye(2)), 6)[0, 0])
assert abs(q_closed) < 1e-12
assert abs(Vzz_pz / q_hole - 2) < 1e-10
assert abs(Vzz_pz / q_single + 2) < 1e-10

# determinant whose only empty spin orbital is p_z with spin up
J5, J5_squared, V5 = shell(5)
five = list(np.where(occupation == 5)[0])
position = five.index(63 - 2**(5 - 4))
V_pz_hole = np.array([[V5[i][j][position, position].real
                       for j in range(3)] for i in range(3)])
assert abs(V_pz_hole[2, 2] + Vzz_pz) < 1e-12

# ---- input: values of B allowed by the two rounded numbers of the topic
B_round, C_round = 54.9, 109.7          # MHz
B_low = max(B_round - 0.05, (C_round - 0.05) / 2)
B_high = min(B_round + 0.05, (C_round + 0.05) / 2)
assert B_low < B_high
B_MHz = (B_low + B_high) / 2
eV_per_MHz = 1e6 * const.h / const.e
B = B_MHz * eV_per_MHz
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
Q_r3 = -5 * B / (2 * coulomb)                             # 1/angstrom
C_p = coulomb * Q_r3 * Vzz_pz
C_hole = coulomb * Q_r3 * V_pz_hole[2, 2]
assert abs(C_p / B - 2) < 1e-10

# ---- nuclear quadrupole tensor for I = 3/2
spin = 1.5
m_values = np.arange(spin, -spin - 1, -1)
raising = np.diag(np.sqrt(spin*(spin+1) - m_values[1:]*(m_values[1:]+1)), 1)
I_op = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
        np.diag(m_values)]


def nuclear_tensor(i, j):
    sym = 1.5 * (I_op[i] @ I_op[j] + I_op[j] @ I_op[i])
    return (sym - (i == j)*spin*(spin+1)*np.eye(4)) / (spin*(2*spin - 1))


# full interaction, energies in units of B
scale = coulomb * Q_r3 / B
H_Q = scale / 6 * sum(np.kron(V5[i][j], nuclear_tensor(i, j))
                      for i in range(3) for j in range(3))
values, vectors = np.linalg.eigh(J5_squared)
quartet = np.kron(vectors[:, values > 2], np.eye(4))
first_order = np.linalg.eigvalsh(quartet.conj().T @ H_Q @ quartet)


def level_formula(F, J=1.5):
    dot = (F*(F+1) - spin*(spin+1) - J*(J+1)) / 2
    top = 3*dot**2 + 1.5*dot - spin*(spin+1)*J*(J+1)
    return top / (2*spin*(2*spin-1)*J*(2*J-1))


shifts = {F: level_formula(F) for F in (3, 2, 1, 0)}
expected = np.sort([shifts[F] for F in shifts for _ in range(2*F + 1)])
assert np.allclose(first_order, expected, atol=1e-10)

# ---- resonance of a nucleus in the fixed gradient of a p_z hole
H_fixed = scale / 6 * sum(V_pz_hole[i, j] * nuclear_tensor(i, j)
                          for i in range(3) for j in range(3))
fixed_levels = np.linalg.eigvalsh(H_fixed)
resonance = (fixed_levels[-1] - fixed_levels[0]) * B
assert abs(resonance / (abs(C_hole) / 2) - 1) < 1e-10

# ---- mixing with J = 1/2: shift should fall as 1 / splitting
P_half = np.kron((3.75 * np.eye(6) - J5_squared) / 3, np.eye(4))


def mixing_shift(splitting):
    levels = np.linalg.eigvalsh(splitting * P_half + H_Q)[:16]
    return np.max(np.abs(levels - first_order))


shift_1, shift_2 = mixing_shift(1000.0), mixing_shift(2000.0)
assert shift_1 > 1e-6
assert abs(shift_1 / shift_2 - 2) < 0.01
mixing_coefficient = 2000.0 * shift_2
fine_splitting = 0.1                                      # eV, round model
relative_mixing = mixing_coefficient * B / fine_splitting
assert relative_mixing < 1e-4

print("Gradients in units of <r^-3> (dimensionless):")
print(f"  V_zz, one electron in p_z        {Vzz_pz:+.4f}")
print(f"  V_zz, one electron in m=+1       {Vzz_m1:+.4f}")
print(f"  V_zz, p_z, finite differences    {fd_zz:+.4f}")
print(f"  V_zz, p^5, J=3/2, M=3/2          {q_hole:+.4f}")
print(f"  V_zz, p^1, J=3/2, M=3/2          {q_single:+.4f}")
print(f"  V_zz, fixed hole in p_z          {V_pz_hole[2, 2]:+.4f}")
print(f"Ratio C_p/B for p^5                {Vzz_pz/q_hole:+.4f}")
print(f"Ratio C_p/B for p^1                {Vzz_pz/q_single:+.4f}")
print(f"Posed rounded B                    {B_round:.1f} MHz")
print(f"Posed rounded C_p                  {C_round:.1f} MHz")
print(f"Twice the rounded B                {2*B_round:.1f} MHz")
print(f"Allowed B, lower end               {B_low:.3f} MHz")
print(f"Allowed B, upper end               {B_high:.3f} MHz")
print(f"B used (midpoint)                  {B_MHz:.4f} MHz")
print(f"B used                             {B:.4e} eV")
print(f"C_p = 2B                           {C_p:.4e} eV")
print(f"C_p = 2B                           {C_p/eV_per_MHz:.3f} MHz")
print(f"Coupling of a p_z hole             {C_hole:.4e} eV")
print(f"Coulomb constant e^2/(4 pi eps0)   {coulomb:.4f} eV angstrom")
print(f"Q <r^-3>                           {Q_r3:.4e} 1/angstrom")
for F in shifts:
    print(f"Level F={F}: shift/B {shifts[F]:+.2f}, "
          f"shift {shifts[F]*B:+.4e} eV")
print(f"Resonance energy, fixed p_z hole   {resonance:.4e} eV")
print(f"Model fine-structure splitting     {fine_splitting:.1f} eV")
print(f"Mixing shift * splitting / B^2     {mixing_coefficient:.3f}")
print(f"Largest mixing shift / B           {relative_mixing:.1e}")
print("no test failed")
```

Printed output:

```
Gradients in units of <r^-3> (dimensionless):
  V_zz, one electron in p_z        -0.8000
  V_zz, one electron in m=+1       +0.4000
  V_zz, p_z, finite differences    -0.8000
  V_zz, p^5, J=3/2, M=3/2          -0.4000
  V_zz, p^1, J=3/2, M=3/2          +0.4000
  V_zz, fixed hole in p_z          +0.8000
Ratio C_p/B for p^5                +2.0000
Ratio C_p/B for p^1                -2.0000
Posed rounded B                    54.9 MHz
Posed rounded C_p                  109.7 MHz
Twice the rounded B                109.8 MHz
Allowed B, lower end               54.850 MHz
Allowed B, upper end               54.875 MHz
B used (midpoint)                  54.8625 MHz
B used                             2.2689e-07 eV
C_p = 2B                           4.5379e-07 eV
C_p = 2B                           109.725 MHz
Coupling of a p_z hole             -4.5379e-07 eV
Coulomb constant e^2/(4 pi eps0)   14.3996 eV angstrom
Q <r^-3>                           -3.9392e-08 1/angstrom
Level F=3: shift/B +0.25, shift +5.6723e-08 eV
Level F=2: shift/B -0.75, shift -1.7017e-07 eV
Level F=1: shift/B +0.25, shift +5.6723e-08 eV
Level F=0: shift/B +1.25, shift +2.8362e-07 eV
Resonance energy, fixed p_z hole   2.2689e-07 eV
Model fine-structure splitting     0.1 eV
Mixing shift * splitting / B^2     1.250
Largest mixing shift / B           2.8e-06
no test failed
```
